**Three dipoles in a plasmonic void: complete bath against three continua**

The program tests that N fixed-direction dipoles couple to at most N continua, with couplings W obeying $WW^T=J$ and $J_{ij}=4k^2d_id_j\,\mathrm{Im}\,G_{ij}$ in atomic units. Here $G_{ij}$ is the Green tensor projected on the dipole directions, $d_i$ are the dipole strengths and $k=\omega/c$. It asserts that the multipole series agrees with the closed free-space tensor, and that a three-dimensional absorption integral over the metal reproduces $\mathrm{Im}\,G_{ij}$. It also asserts that the constructed modes are orthonormal on the spatial grid, and that the integrated coupling of a small void agrees with its zero-point electrostatic energy within 0.5 %. Three coplanar dipoles at one site are found to need two continua, and four tetrahedral ones three. One excitation is then propagated with 3276 spatial modes at each of 40 energies and compared with three continua per energy; the populations at 20 fs differ by at most 4.7e-7. Löwdin and Cholesky couplings both agree with the complete bath within the asserted tolerance of 1e-4. The dynamics uses a finite energy band and the rotating-wave form, so it tests the reduction and does not give the full dipole–dipole shift.

## Program and output

```python
"""Result under test: N fixed-direction dipoles couple to at most N continua.
At each energy the coupling matrix is J_ij = 4 k^2 d_i d_j Im G_ij (atomic units),
G = Green tensor projected on the dipole directions, k = energy/(hbar c).
Normalized emitter-centred modes B_i have overlap S_ij = J_ij/sqrt(J_ii J_jj);
C = S^(-1/2) B are orthonormal, and any W with W W^T = J gives the couplings.
Example: radial dipoles in a spherical vacuum void inside an unbounded Drude metal.
Energies are in eV, lengths in angstrom, dipoles in e*angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.special import spherical_jn, spherical_yn, eval_legendre

HBARC = sc.hbar * sc.c / sc.e * 1e10              # eV angstrom
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10  # e^2/(4 pi eps0), eV angstrom
HBAR_FS = sc.hbar / sc.e * 1e15                   # eV fs
HARTREE = sc.physical_constants["Hartree energy in eV"][0]

PLASMA, DAMPING, VOID = 4.0, 0.1, 50.0
DIPOLE, EMITTER = 3.0, 3.25
RADII = np.array([20.0, 25.0, 30.0])
POLAR = np.radians([0.0, 60.0, 120.0])
AZIMUTH = np.radians([0.0, 0.0, 90.0])
AXES = np.stack([np.sin(POLAR) * np.cos(AZIMUTH),
                 np.sin(POLAR) * np.sin(AZIMUTH), np.cos(POLAR)], axis=1)
N = len(RADII)


def permittivity(energy, damping):
    return 1 - PLASMA**2 / (energy**2 + 1j * damping * energy)


def hankel(top, x):
    """Outgoing spherical Hankel functions of orders 0..top, upward recurrence."""
    previous, current = np.exp(1j * x) / x, -1j * np.exp(1j * x) / x
    values = [current]
    for l in range(top):
        previous, current = current, (2 * l + 1) / x * current - previous
        values.append(current)
    return values


def wall(energy, l, void, damping):
    """Matching at the void wall for electric multipoles of order l."""
    x = energy * void / HBARC
    index = np.sqrt(permittivity(energy, damping))
    h = hankel(l, index * x)
    outer = index * x * h[l]
    ratio = (index * x * h[l - 1] - l * h[l]) / (index * outer)
    psi = x * spherical_jn(l, x)
    psi_slope = x * spherical_jn(l - 1, x) - l * spherical_jn(l, x)
    chi = x * spherical_yn(l, x)
    chi_slope = x * spherical_yn(l - 1, x) - l * spherical_yn(l, x)
    return chi_slope - ratio * chi, psi_slope - ratio * psi, outer


def imag_green(energy, radii, axes, top, void=VOID, damping=DAMPING, metal=True):
    """Multipole formula for Im G_ij; result has shape (energies, N, N)."""
    energy = np.atleast_1d(np.asarray(energy, float))
    k = energy / HBARC
    x = k[:, None] * radii[None, :]
    cosines = np.clip(axes @ axes.T, -1, 1)
    total = np.zeros((len(energy), len(radii), len(radii)))
    for l in range(1, top + 1):
        strength = np.ones(len(energy))           # 1 + reflection, real part
        if metal:
            upper, lower, _ = wall(energy, l, void, damping)
            strength = np.imag(upper / lower)
        radial = spherical_jn(l, x) / x
        factor = l * (l + 1) * (2 * l + 1) / (4 * np.pi) * k * strength
        total += (factor[:, None, None] * radial[:, :, None] * radial[:, None, :]
                  * eval_legendre(l, cosines))
    return total


def spectral(energy, radii, axes, top, **options):
    k = np.atleast_1d(energy) / HBARC
    green = imag_green(energy, radii, axes, top, **options)
    return 4 * COULOMB * DIPOLE**2 * k[:, None, None]**2 * green


def metal_amplitudes(energy, top, radial_points):
    """Vectors on a 3D grid in the metal: sqrt(k^2 Im eps weight) G(s,r_i).n_i."""
    u, wu = np.polynomial.legendre.leggauss(radial_points)
    u, wu = (u + 1) / 2, wu / 2
    r, wr = VOID / u, VOID**3 * wu / u**4
    z, wz = np.polynomial.legendre.leggauss(top + 2)
    count = 2 * top + 3
    phi = 2 * np.pi * np.arange(count) / count
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - zz**2)
    unit = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], axis=-1).reshape(-1, 3)
    wa = np.repeat(wz, count) * 2 * np.pi / count
    k = energy / HBARC
    eps = permittivity(energy, DAMPING)
    y = np.sqrt(eps) * k * r
    h = hankel(top, y)
    field = np.zeros((N, len(r), len(unit), 3), complex)
    for l in range(1, top + 1):
        _, lower, outer = wall(energy, l, VOID, DAMPING)
        transmission = -1j / (lower * outer)
        legendre = np.polynomial.legendre.Legendre.basis(l)
        along = l * (l + 1) * h[l] / y
        across = (y * h[l - 1] - l * h[l]) / y
        for i in range(N):
            c = unit @ AXES[i]
            source = spherical_jn(l, k * RADII[i]) / (k * RADII[i])
            size = 1j * k * transmission * source * (2 * l + 1) / (4 * np.pi)
            normal = legendre(c)[:, None] * unit
            tangent = legendre.deriv()(c)[:, None] * (AXES[i] - c[:, None] * unit)
            field[i] += size * (along[:, None, None] * normal
                                + across[:, None, None] * tangent)
    weight = np.sqrt(k**2 * eps.imag * wr[:, None] * wa[None, :])
    return (field * weight[None, :, :, None]).reshape(N, -1)


def overlap(matrix):
    norm = np.sqrt(np.diag(matrix))
    return matrix / np.outer(norm, norm)


def root(matrix):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * np.sqrt(np.maximum(values, 0))) @ vectors.T


def lowdin(matrix):
    return np.sqrt(np.diag(matrix))[:, None] * root(overlap(matrix))


def band(points, low=2.7, high=3.7):
    x, w = np.polynomial.legendre.leggauss(points)
    return (low + high) / 2 + (high - low) / 2 * x, (high - low) / 2 * w


def few_continua(nodes, weights, densities, factor, times):
    """Emitter populations with N continua; emitter 1 starts excited."""
    energies = np.concatenate([np.full(N, EMITTER), np.repeat(nodes, N)])
    hamiltonian = np.diag(energies)
    for f, density in enumerate(densities):
        coupling = -factor(density) * np.sqrt(weights[f])
        part = slice(N + N * f, 2 * N + N * f)
        hamiltonian[:N, part] = coupling
        hamiltonian[part, :N] = coupling.T
    values, vectors = np.linalg.eigh(hamiltonian)
    phases = np.exp(-1j * np.outer(values, np.asarray(times) / HBAR_FS))
    return np.abs(vectors[:N] @ (vectors[0][:, None] * phases)).T**2


def complete_bath(nodes, weights, top, time, steps):
    """Propagate the one-excitation state with every spatial bath mode kept."""
    blocks = []
    for energy, weight in zip(nodes, weights):
        scale = np.sqrt(4 * COULOMB * weight) * DIPOLE * energy / HBARC
        blocks.append(scale * metal_amplitudes(energy, top, 12))
    size = blocks[0].shape[1]
    g = np.concatenate(blocks, axis=1)
    g_dagger = g.conj().T.copy()
    detuning = np.repeat(nodes - EMITTER, size)
    c, b = np.zeros(N, complex), np.zeros(g.shape[1], complex)
    c[0] = 1
    dt = time / HBAR_FS / steps

    def slope(c, b):
        return 1j * (g @ b), -1j * (detuning * b - g_dagger @ c)

    for _ in range(steps):
        c1, b1 = slope(c, b)
        c2, b2 = slope(c + dt / 2 * c1, b + dt / 2 * b1)
        c3, b3 = slope(c + dt / 2 * c2, b + dt / 2 * b2)
        c4, b4 = slope(c + dt * c3, b + dt * b3)
        c = c + dt / 6 * (c1 + 2 * c2 + 2 * c3 + c4)
        b = b + dt / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    return np.abs(c)**2, size, np.sum(np.abs(c)**2) + np.sum(np.abs(b)**2)


# Free-space multipole series against the closed retarded dyadic.
k_test = 0.05
series = imag_green(k_test * HBARC, RADII, AXES, 20, metal=False)[0]
free_error = 0.0
for i in range(N):
    for j in range(i):
        vector = RADII[i] * AXES[i] - RADII[j] * AXES[j]
        distance = np.linalg.norm(vector)
        vector = vector / distance
        p = k_test * distance
        dyadic = np.exp(1j * p) / (4 * np.pi * distance) * (
            (1 + 1j / p - 1 / p**2) * np.eye(3)
            + (-1 - 3j / p + 3 / p**2) * np.outer(vector, vector))
        closed = AXES[i] @ dyadic.imag @ AXES[j]
        free_error = max(free_error, abs(series[i, j] - closed) / series[0, 0])
assert free_error < 1e-9

# Absorption integral over the metal against the imaginary Green tensor,
# and orthonormality of the constructed modes on the same spatial grid.
green_error = mode_error = 0.0
for energy in (3.1, EMITTER):
    formula = imag_green(energy, RADII, AXES, 16)[0]
    amplitudes = metal_amplitudes(energy, 16, 60)
    integral = amplitudes @ amplitudes.conj().T
    green_error = max(green_error,
                      np.max(np.abs(integral - formula)) / np.max(formula))
    centred = amplitudes / np.sqrt(np.diag(formula))[:, None]
    orthogonal = np.linalg.inv(root(overlap(formula))) @ centred
    gram = orthogonal @ orthogonal.conj().T
    mode_error = max(mode_error, np.max(np.abs(gram - np.eye(N))))
assert green_error < 1e-6
assert mode_error < 1e-5

# Absolute scale: integrated J at the centre of a small, weakly damped void
# against d^2 <E^2> from the zero-point electrostatic energy (one quarter quantum).
small = 10.0
scan = np.linspace(2.6, 3.9, 40001)
central = spectral(scan, np.array([1e-4 * small]), AXES[:1], 1,
                   void=small, damping=0.002)[:, 0, 0]
area = trapezoid(central, scan)
outside = quad(lambda r: small**6 / r**4, small, np.inf)[0]
energy_per_field = small**3 / 6 + outside
dipolar = PLASMA * np.sqrt(2 / 3)
zero_point = COULOMB * DIPOLE**2 * dipolar / 4 / energy_per_field
assert abs(area / zero_point - 1) < 5e-3

# Several transition dipoles at one site: coplanar ones need two continua,
# four tetrahedral ones need three.
angles = np.radians([0, 120, 240])
coplanar = np.stack([np.sin(angles), 0 * angles, np.cos(angles)], axis=1)
tetrahedral = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
site_values = []
for axes, rank in ((coplanar, 2), (tetrahedral, 3)):
    radii = np.full(len(axes), 1e-4 * VOID)
    values = np.linalg.eigvalsh(overlap(spectral(EMITTER, radii, axes, 16)[0]))
    assert np.sum(values > 1e-5) == rank and np.min(values) > -1e-10
    site_values.append(values)

# Complete spatial bath against three continua, same frequency nodes.
nodes, weights = band(40)
final_time = 20.0
full, spatial_modes, norm = complete_bath(nodes, weights, 5, final_time, 200)
coarse = spectral(nodes, RADII, AXES, 5)
reduced = few_continua(nodes, weights, coarse, lowdin, [final_time])[0]
bath_error = np.max(np.abs(full - reduced))
assert abs(norm - 1) < 1e-4
assert bath_error < 1e-4
triangular = few_continua(nodes, weights, coarse, np.linalg.cholesky, [final_time])[0]
assert np.max(np.abs(triangular - full)) < 1e-4

# Converged example, and the same calculation with the overlaps discarded.
times = [5.0, 10.0, 20.0]
nodes, weights = band(200)
densities = spectral(nodes, RADII, AXES, 16)
populations = few_continua(nodes, weights, densities, lowdin, times)
finer_nodes, finer_weights = band(240)
finer = few_continua(finer_nodes, finer_weights,
                     spectral(finer_nodes, RADII, AXES, 24), lowdin, times)
convergence = np.max(np.abs(populations - finer))
assert convergence < 1e-4
separate = few_continua(nodes, weights, [np.diag(np.diag(m)) for m in densities],
                        lowdin, times)
assert np.max(populations[:, 1:]) > 1e-3


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in values)


print(f"Drude plasma energy {PLASMA:.2f} eV, damping {DAMPING:.2f} eV")
print(f"void radius {VOID:.1f} angstrom, each dipole {DIPOLE:.1f} e*angstrom")
print("emitter distances from centre (angstrom):", row(RADII, 1))
print("polar angles (degree):", row(np.degrees(POLAR), 1))
print("azimuths (degree):", row(np.degrees(AZIMUTH), 1))
print(f"emitter energy {EMITTER:.2f} eV; k*void radius {EMITTER*VOID/HBARC:.4f}")
for l in (1, 2, 3):
    print(f"quasi-static void mode l={l}: {PLASMA*np.sqrt((l+1)/(2*l+1)):.4f} eV")
for energy in (3.1, EMITTER):
    density = spectral(energy, RADII, AXES, 16)[0]
    print(f"at {energy:.2f} eV: J matrix (meV), rows 1 to 3")
    for line in density:
        print("  ", row(1000 * line))
    print("   overlaps S12 S13 S23:", row(overlap(density)[[0, 0, 1], [1, 2, 2]]))
    print("   eigenvalues of S:", row(np.linalg.eigvalsh(overlap(density))))
print(f"J11 at {EMITTER:.2f} eV in hartree: {density[0, 0]/HARTREE:.4e}")
print("Lowdin couplings at emitter energy (eV^0.5), rows = emitters")
for line in lowdin(density):
    print("  ", row(line, 5))
print("Cholesky couplings at emitter energy (eV^0.5), rows = emitters")
for line in np.linalg.cholesky(density):
    print("  ", row(line, 5))
print("one site, 3 coplanar dipoles, eigenvalues of S:", row(np.abs(site_values[0])))
print("one site, 4 tetrahedral dipoles, eigenvalues of S:", row(np.abs(site_values[1])))
print(f"small-void test: radius {small:.1f} angstrom, damping 0.002 eV")
print(f"   integrated J {area:.5f} eV^2, zero-point value {zero_point:.5f} eV^2")
print(f"free-space series, largest scaled error: {free_error:.1e}")
print(f"absorption integral, largest scaled error: {green_error:.1e}")
print(f"orthonormality on spatial grid, largest error: {mode_error:.1e}")
print(f"bath test: {spatial_modes} spatial modes per energy against {N}, 40 energies")
print("   complete-bath populations at 20 fs:", row(full, 6))
print("   three-continua populations at 20 fs:", row(reduced, 6))
print(f"   largest population difference: {bath_error:.1e}")
print("converged populations, band 2.7 to 3.7 eV, emitters 1 2 3")
for time, line in zip(times, populations):
    print(f"   {time:.0f} fs:", row(line, 5))
print("emitter 1 with overlaps discarded, 5 10 20 fs:", row(separate[:, 0], 5))
print(f"population change on refining multipoles and energies: {convergence:.1e}")
print("no test failed")
```

It prints:

```
Drude plasma energy 4.00 eV, damping 0.10 eV
void radius 50.0 angstrom, each dipole 3.0 e*angstrom
emitter distances from centre (angstrom): 20.0 25.0 30.0
polar angles (degree): 0.0 60.0 120.0
azimuths (degree): 0.0 0.0 90.0
emitter energy 3.25 eV; k*void radius 0.0824
quasi-static void mode l=1: 3.2660 eV
quasi-static void mode l=2: 3.0984 eV
quasi-static void mode l=3: 3.0237 eV
at 3.10 eV: J matrix (meV), rows 1 to 3
   8.2652 -1.0733 -1.1127
   -1.0733 13.3180 -4.3692
   -1.1127 -4.3692 20.9250
   overlaps S12 S13 S23: -0.1023 -0.0846 -0.2617
   eigenvalues of S: 0.6831 1.0545 1.2624
at 3.25 eV: J matrix (meV), rows 1 to 3
   10.8858 4.8764 -5.0936
   4.8764 11.4883 -2.8809
   -5.0936 -2.8809 12.5318
   overlaps S12 S13 S23: 0.4361 -0.4361 -0.2401
   eigenvalues of S: 0.4918 0.7599 1.7483
J11 at 3.25 eV in hartree: 4.0005e-04
Lowdin couplings at emitter energy (eV^0.5), rows = emitters
   0.09937 0.02248 -0.02249
   0.02310 0.10412 -0.01068
   -0.02413 -0.01116 0.10874
Cholesky couplings at emitter energy (eV^0.5), rows = emitters
   0.10434 0.00000 0.00000
   0.04674 0.09646 0.00000
   -0.04882 -0.00621 0.10055
one site, 3 coplanar dipoles, eigenvalues of S: 0.0000 1.5000 1.5000
one site, 4 tetrahedral dipoles, eigenvalues of S: 0.0000 1.3333 1.3333 1.3333
small-void test: radius 10.0 angstrom, damping 0.002 eV
   integrated J 0.21147 eV^2, zero-point value 0.21163 eV^2
free-space series, largest scaled error: 4.9e-16
absorption integral, largest scaled error: 7.7e-12
orthonormality on spatial grid, largest error: 8.4e-12
bath test: 3276 spatial modes per energy against 3, 40 energies
   complete-bath populations at 20 fs: 0.266715 0.024806 0.024220
   three-continua populations at 20 fs: 0.266716 0.024806 0.024220
   largest population difference: 4.7e-07
converged populations, band 2.7 to 3.7 eV, emitters 1 2 3
   5 fs: 0.85506 0.00016 0.00039
   10 fs: 0.60904 0.00310 0.00439
   20 fs: 0.26683 0.02472 0.02383
emitter 1 with overlaps discarded, 5 10 20 fs: 0.85489 0.60694 0.24960
population change on refining multipoles and energies: 2.2e-08
no test failed
```
